# Kink and slope ratio in a diffusion couple with stepped diffusivity

## Problem

Two long bars of a binary solid solution are joined at $x=0$. Their normalized concentration at $t=0$ is $c=1$ for $x<0$ and $c=0$ for $x>0$. The interdiffusion coefficient is

$$
D(c)=\begin{cases}D_H, & c>1/2,\\ D_L, & c<1/2,\end{cases}\qquad D_H=r^2D_L,\quad r=2 .
$$

The couple stays single-phase, $c$ is continuous for $t>0$, the molar volume is constant, no pores form, and the bars are long enough for their far ends to remain unchanged. Position is measured in the volume-fixed frame.

(a) Show that the Matano plane is the initial interface.

(b) Find the ratio of the slope $\partial c/\partial x$ on the high-$c$ side of the kink to that on the low-$c$ side.

(c) Locate the kink relative to the Matano plane.

(d) What diffusivities does a Boltzmann–Matano inversion give at the kink, and what happens if the kink itself is taken as the origin?

(e) Evaluate the result for a Cu–Ni couple with 70 at.% Cu on the left and 30 at.% on the right, held for 100 h at 1273 K. Take $D_L=5\times10^{-11}$ and $D_H=2\times10^{-10}\ \mathrm{cm^2/s}$. Judge how far the model can be trusted there.

## Solution

### (a) The Matano plane

The diffusion equation is

$$
\frac{\partial c}{\partial t}=\frac{\partial}{\partial x}\left(D\frac{\partial c}{\partial x}\right).
$$

Neither the initial state nor the distant ends contain a length, so $c$ depends on $\lambda=x/\sqrt t$ alone. Then $\partial c/\partial t=-(\lambda/2t)c'$ and $\partial/\partial x=t^{-1/2}d/d\lambda$, where a prime means $d/d\lambda$. Multiplication by $t$ gives

$$
-\frac{\lambda}{2}c'=(Dc')'. \tag{1}
$$

The flux must be continuous at the kink. In the frame of a plane moving with velocity $\dot x_k$, the flux is $J-c\,\dot x_k$. A thin layer around the plane stores no finite amount of material, so this quantity is equal on both sides. Since $c$ is also equal, so is $J=-D\,\partial c/\partial x$. Hence $Dc'$ has no jump, and (1) may be integrated through the kink:

$$
\int_{-\infty}^{\infty}\lambda c'\,d\lambda=-2\big[Dc'\big]_{-\infty}^{\infty}=0 .
$$

In terms of $c$ this reads $\int_0^1x\,dc=0$. The Matano plane $x_M$ is defined by $\int_0^1(x-x_M)\,dc=0$, so $x_M=0$. Equivalently, the material lost on the left equals that gained on the right.

### (b) The slope ratio

Continuity of the flux gives the ratio before the profile is known:

$$
D_H\left.\frac{\partial c}{\partial x}\right|_{H}=D_L\left.\frac{\partial c}{\partial x}\right|_{L}
\quad\Longrightarrow\quad
\frac{(\partial c/\partial x)_H}{(\partial c/\partial x)_L}=\frac{D_L}{D_H}=\frac1{r^2}=\frac14 .
$$

The profile is four times steeper on the low-diffusivity side. The diffusion lengths $\sqrt{D_Ht}$ and $\sqrt{D_Lt}$ differ by a factor of two only, but they do not fix the slopes by themselves: the amplitudes of the two branches adjust until the fluxes agree.

### (c) The kink position

Where $D$ is constant, (1) becomes $c''=-(\lambda/2D)c'$. Hence $c'\propto e^{-\lambda^2/4D}$, and a second integration gives an error function. With the far-end values imposed,

$$
c_H=1-A\left[1+\operatorname{erf}\frac{x}{2\sqrt{D_Ht}}\right],\qquad
c_L=B\operatorname{erfc}\frac{x}{2\sqrt{D_Lt}} .
$$

The kink is at a fixed $\lambda$, so write $x_k=2\kappa\sqrt{D_Lt}$. Since $\sqrt{D_H}=r\sqrt{D_L}$, the arguments at the kink are $\kappa/r$ and $\kappa$. Both branches equal $1/2$ there:

$$
A=\frac{1}{2[1+\operatorname{erf}(\kappa/r)]},\qquad
B=\frac{1}{2\operatorname{erfc}\kappa}.
$$

The derivative of $\operatorname{erf}z$ is $2e^{-z^2}/\sqrt\pi$, so the slopes are

$$
\left.\frac{\partial c}{\partial x}\right|_H=-\frac{Ae^{-\kappa^2/r^2}}{\sqrt{\pi D_Ht}},\qquad
\left.\frac{\partial c}{\partial x}\right|_L=-\frac{Be^{-\kappa^2}}{\sqrt{\pi D_Lt}} .
$$

Multiply them by $D_H$ and $D_L$, equate the products, and divide by $-\sqrt{D_L/\pi t}$. This gives $rAe^{-\kappa^2/r^2}=Be^{-\kappa^2}$. Insert $A$ and $B$, and use $1+\operatorname{erf}z=\operatorname{erfc}(-z)$:

$$
h(\kappa)=r\,h(-\kappa/r),\qquad h(z)=\frac{e^{-z^2}}{\operatorname{erfc}z}. \tag{2}
$$

This equation has one root. Differentiation of $\ln h$ gives

$$
\frac{h'}{h}=2\left(\frac{h}{\sqrt\pi}-z\right).
$$

For $z\le0$ this is positive because $h>0$. For $z>0$, the inequality $u/z>1$ for $u>z$ gives

$$
\operatorname{erfc}z=\frac2{\sqrt\pi}\int_z^\infty e^{-u^2}du
<\frac2{\sqrt\pi}\int_z^\infty\frac uz e^{-u^2}du=\frac{e^{-z^2}}{z\sqrt\pi},
$$

so $h>z\sqrt\pi$ and again $h'>0$. The left side of (2) therefore rises with $\kappa$, and the right side falls. At $\kappa=0$ they are $1$ and $r$; as $\kappa\to\infty$ they tend to infinity and zero. For $r>1$ there is thus one crossing, at $\kappa>0$. The kink lies to the right of the Matano plane, on the side of low concentration and low diffusivity.

For $r=2$, numerical root finding gives $\kappa=0.4347$, with $A=0.4028$ and $B=0.9282$. Both sides of (2) are then $1.537$. Hence

$$
x_k=2(0.4347)\sqrt{D_Lt}=0.869\sqrt{D_Lt}=0.435\sqrt{D_Ht}.
$$

The concentration at the Matano plane is $c(0)=1-A=0.597$, not $1/2$.

Two limits show how the position depends on the contrast. For $r$ close to 1, $h(z)\simeq1+2z/\sqrt\pi$ turns (2) into

$$
1+\frac{2\kappa}{\sqrt\pi}\simeq r-\frac{2\kappa}{\sqrt\pi},
\qquad
x_k\simeq\frac{\sqrt\pi}{2}(r-1)\sqrt{D_Lt}.
$$

The displacement vanishes when the diffusivities are equal, as symmetry requires.

For $r\to\infty$, a bounded $\kappa$ would leave the left side of (2) finite while the right side diverged, so $\kappa\to\infty$. There $h(\kappa)\simeq\sqrt\pi\,\kappa$. With $\eta=\kappa/r$, (2) tends to $\sqrt\pi\,\eta=h(-\eta)$, whose root is a fixed positive number. Thus $x_k=2\eta\sqrt{D_Ht}$: the fast side controls the advance, and the slow side shrinks to a comparatively thin front.

### (d) Inversion of the profile

Integrate (1) from a point of concentration $c_*$ to $\lambda=\infty$, where $c=0$ and the flux vanishes. The result is $Dc'=-\frac12\int_0^{c_*}\lambda\,dc$, or

$$
D(c_*)=-\frac1{2t}\left.\frac{dx}{dc}\right|_{c_*}\int_0^{c_*}x\,dc .
$$

At $c_*=1/2$ the integral is common to both sides of the kink, while $dx/dc$ is four times larger in magnitude on the high-$c$ side. The inversion therefore returns $D_L$ with the low-side slope and $D_H=4D_L$ with the high-side slope. A single slope averaged across the kink gives neither.

The common integral follows from the low-side slope, which is $-0.4335/\sqrt{D_Lt}$:

$$
I=\int_0^{1/2}x\,dc=-2tD_L\left.\frac{\partial c}{\partial x}\right|_L
=2(0.4335)\sqrt{D_Lt}=0.867\sqrt{D_Lt}.
$$

If the origin is moved to $x_k$, the integral becomes $I-x_k/2$. Both diffusivities at the kink are then multiplied by

$$
1-\frac{x_k}{2I}=1-\frac{0.869}{2(0.867)}=0.499 .
$$

Integration from the other end uses $D=(1/2t)(dx/dc)\int_{1/2}^{1}x\,dc$. The correct integral is $-I$, because the total vanishes. The shifted one is $-(I+x_k/2)$, which gives the factor $1+x_k/2I=1.501$. The diffusivity ratio survives the wrong origin, but the absolute values do not. The disagreement between the two directions of integration reveals the error.

### (e) The Cu–Ni couple

The time is $3.6\times10^5$ s, so

$$
\sqrt{D_Lt}=\sqrt{(5\times10^{-11})(3.6\times10^5)}\ \mathrm{cm}
=4.243\times10^{-3}\ \mathrm{cm}=42.43\ \mathrm{\mu m}.
$$

The kink is at $0.8694\times42.43=36.9\ \mathrm{\mu m}$ on the copper-poor side. One unit of $c$ represents 40 at.%, so the low-side slope is

$$
-\frac{40\times0.4335}{42.43}=-0.409\ \mathrm{at.\%/\mu m},
$$

and the high-side slope is one quarter of this, $-0.102\ \mathrm{at.\%/\mu m}$.

The diffusivities are round values of rough typical order for these alloys, and the kink position is sensitive to them: raising $D_H$ alone by 30% moves it from $36.9$ to $46.9\ \mathrm{\mu m}$, doubling or halving $D_H$ alone gives $66$ or $15.5\ \mathrm{\mu m}$, and doubling or halving both gives $52$ or $26\ \mathrm{\mu m}$. The abrupt step is an idealization: in the continuous Cu–Ni solid solution, a smooth rise of $D$ with copper content is more realistic. Take $D=D_L4^{2c-1/2}$, which equals $D_L$ at $c=1/4$ and $D_H$ at $c=3/4$. A finite-difference solution for the same time then puts $c=1/2$ at $27.3\ \mathrm{\mu m}$, which is $9.6\ \mathrm{\mu m}$ nearer the Matano plane, and there is no kink. The slope at $c=0.6$ divided by that at $c=0.4$ is $0.67$, against $0.30$ for the step. These numbers depend on the law chosen, which makes $D$ vary by a factor of 16 between the two ends of the couple. If $D$ rises only fourfold, as $D=D_L4^c$ from $D_L$ at $c=0$ to $D_H$ at $c=1$, the half-level lies at $13.5\ \mathrm{\mu m}$ and the slope ratio is $0.82$. The sharp slope ratio and the position of $36.9\ \mathrm{\mu m}$ thus both belong to the stepped law, and neither should be expected in this alloy.

Other corrections to the stepped model are smaller, for the following rough inputs:

- **Temperature.** With an activation energy of 2.5 eV for both diffusivities, a furnace 5 K too hot raises them by 9.3%. At fixed time and $r$, $x_k$ scales as $\sqrt{D_L}$ and grows by $1.7\ \mathrm{\mu m}$.
- **Molar volume.** Let it rise linearly by 8% from Ni to Cu. The diffusion equation then applies to copper per unit volume, whose normalized value at 50 at.% is $c_k=0.508$. The matching conditions become $A=(1-c_k)/\operatorname{erfc}(-\kappa/r)$ and $B=c_k/\operatorname{erfc}\kappa$, so (2) changes to $c_kh(\kappa)=r(1-c_k)h(-\kappa/r)$. For a step at 50 at.%, the kink moves $1.7\ \mathrm{\mu m}$ towards the initial interface, which remains the Matano plane of the copper-per-volume profile. A Matano plane constructed from the at.% profile lies $1.6\ \mathrm{\mu m}$ to the copper-rich side of that interface, and measured from it the kink is at $36.8\ \mathrm{\mu m}$.
- **Measurement.** A Gaussian probe blur of standard deviation $1\ \mathrm{\mu m}$ moves the apparent half-level $0.55\ \mathrm{\mu m}$ towards the Matano plane. Without blur, chords of $10\ \mathrm{\mu m}$ on each side give a slope ratio of $0.267$ instead of $0.250$. Since $|\partial c/\partial x|\propto e^{-x^2/4Dt}$ within each branch, the high-side slope steepens towards $x=0$ and the low-side slope weakens away from it; both raise the ratio.

Inert markers placed at the initial interface do not mark the Matano plane after diffusion. If $X$ is the copper fraction and $D_{\rm Cu}$, $D_{\rm Ni}$ are the intrinsic diffusivities, the lattice velocity is $v=(D_{\rm Cu}-D_{\rm Ni})\,\partial X/\partial x$, while $D=(1-X)D_{\rm Cu}+XD_{\rm Ni}$. Markers at constant $\lambda$ obey $x_m=2vt$. For an assumed ratio $D_{\rm Cu}/D_{\rm Ni}=3$, solving this condition on the stepped profile gives $x_m=-16\ \mathrm{\mu m}$, on the copper-rich side. The part of the couple to the left of the markers has thus become shorter by this distance, and the part to their right longer. If the vacancies arriving on the left formed pores instead of being absorbed by the lattice, the left part would not shorten, and the couple would swell by a length of this order; the calculation of $x_k$ would then need correction.
